\section*{Periodic-image shift of a molecular vibration in a cubic box}

\section{Two shifts that differ by a factor of ten}

Put one hydrogen fluoride molecule in a cubic cell of side $20$ bohr and let it interact with its periodic images as a dipole. Its harmonic stretching wavenumber, computed as $3941\ \mathrm{cm^{-1}}$ for the isolated molecule with the PBE functional and aug-cc-pVDZ basis used below, falls by $1.74\ \mathrm{cm^{-1}}$. A simple estimate says that the images lower the squared frequency by $4\pi/(3\Omega)$ times the squared derivative of the dipole with respect to the mass-weighted vibrational coordinate, where $\Omega$ is the cell volume. For this molecule that estimate gives a fall of only $0.17\ \mathrm{cm^{-1}}$.

The simple estimate is the whole leading shift when the molecule has no dipole at equilibrium. HF has one, and two further terms then appear at the same order in $1/\Omega$. These notes derive all three terms, and then the first correction in powers of $1/L$, where $L$ is the side of the cell and $\Omega=L^3$.

Hartree atomic units with Gaussian electrostatics are used, so two unit charges at distance $r$ have energy $1/r$. The setting is a density functional perturbation calculation at wavevector $q=0$: the force constants are second derivatives of the energy per cell when all images move in phase. Four conditions hold throughout.
\begin{itemize}
\item The molecule is neutral.
\item The densities of neighbouring images do not overlap. With a semilocal functional they then interact only through the Coulomb force.
\item The zero-wavevector Coulomb term is dropped, so the macroscopic electric field is zero.
\item The molecule is small compared with $L$.
\end{itemize}

\section{The Coulomb function of a cubic lattice}

The potential of a unit charge repeated at all lattice points $\mathbf R$, with a uniform background that makes the cell neutral, obeys
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1\Omega\Big].
\end{equation}
The background is the effect of dropping the zero-wavevector term. Near the origin, subtract the potential of the home charge and define $\chi=\psi-1/r$. Because $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the remainder is smooth there and satisfies
\begin{equation}
\nabla^2\chi=\frac{4\pi}{\Omega}.
\label{lap}
\end{equation}

Expand $\chi$ in powers of the coordinates. Inversion symmetry removes the odd powers. The quadratic part is $\tfrac12\mathbf r\cdot A\,\mathbf r$ with a symmetric matrix $A$. The reflections and axis permutations of the cube force $A$ to be a multiple of the unit matrix, $A=g\,\mathbf 1$. The Laplacian of $\tfrac12 g r^2$ is $3g$, so Eq.~\eqref{lap} gives
\begin{equation}
g=\frac{4\pi}{3\Omega}.
\end{equation}

The quartic part must have zero Laplacian, since the right side of Eq.~\eqref{lap} is already used up. The quartic polynomials with cubic symmetry are combinations of $x^4+y^4+z^4$ and $r^4$. Their Laplacians are $12r^2$ and $20r^2$, so the harmonic combination is
\begin{equation}
f(\mathbf r)=x^4+y^4+z^4-\tfrac35 r^4 .
\end{equation}
Hence
\begin{equation}
\chi(\mathbf r)=C+\tfrac12 g r^2+c_4 f(\mathbf r)+\dots
\label{chi}
\end{equation}
Lengths scale with $L$ and a potential scales as $1/L$, so $\psi(\mathbf r)=L^{-1}\Psi(\mathbf r/L)$. The coefficient of a fourth power therefore scales as $c_4\propto L^{-5}$, while $g\propto L^{-3}$.

\section{Energy of a molecule among its images}

Let $\rho$ be the total charge density of one molecule, nuclei included. The Coulomb energy per cell, less that of the isolated molecule, is
\begin{equation}
W=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,\chi(\mathbf r-\mathbf r')\,d\mathbf r\,d\mathbf r'.
\label{W}
\end{equation}
The constant $C$ multiplies the square of the total charge, which is zero. In the quadratic term write $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$. The first two pieces each contain a factor $\int\rho=0$. The third gives $-2|\mathbf p|^2$, with $\mathbf p=\int\rho\,\mathbf r\,d\mathbf r$. Therefore
\begin{equation}
W_2=\frac12\cdot\frac g2\cdot(-2|\mathbf p|^2)=-\frac g2|\mathbf p|^2 .
\label{W2}
\end{equation}
This is the energy of a dipole in the field $\mathbf F=g\mathbf p$ of its own copies, with the factor $\tfrac12$ that avoids double counting. With the polarization $\mathbf P=\mathbf p/\Omega$, the field is $4\pi\mathbf P/3$, the Lorentz local field. It points along the dipole and favours a larger one.

For a set of point charges in a cube of side $20$ bohr, an Ewald sum gives $-2.087\times10^{-4}$ hartree and Eq.~\eqref{W2} gives $-2.074\times10^{-4}$ hartree. The remainder shrinks by a factor $32.03$ when $L$ is doubled, in agreement with $2^5=32$.

\subsection*{Why the electrons may be left unrelaxed}

The electrons also respond to the images. At fixed nuclei the energy per cell is the minimum of $E[\rho]-\tfrac g2|\mathbf p[\rho]|^2$. The density changes by an amount of order $g$, but $E[\rho]$ is stationary at the isolated density, so the energy gains only a term of order $g^2$.

Its size follows from a linear response model. Let $m$ be the induced dipole along $\mathbf p$, costing $m^2/(2\alpha)$ with polarizability $\alpha$. Minimizing
\begin{equation}
\frac{m^2}{2\alpha}-\frac g2(p+m)^2
\end{equation}
gives $m=g\alpha(p+m)$, hence $p+m=p/(1-g\alpha)$ and $m=g\alpha p/(1-g\alpha)$. Inserting these,
\begin{equation}
\frac{g^2\alpha p^2-g p^2}{2(1-g\alpha)^2}
=-\frac{g p^2}{2(1-g\alpha)}
=-\frac g2p^2-\frac{g^2\alpha}{2}p^2-\dots
\end{equation}
The response term scales as $L^{-6}$, one power beyond the quartic term. For HF at $L=20$ bohr, $g\alpha=0.0036$.

\section{Leading shift of the squared frequency}

\subsection*{A diatomic molecule}

Let $E(r)$ and $p(r)$ be the energy and dipole of the isolated molecule at bond length $r$. Primes denote derivatives at its equilibrium length $r_e$, with $k=E''$ and $k_3=E'''$. In the box the energy is $E(r)-\tfrac g2p(r)^2$.

The images first move the minimum. At $r_e+\delta$ the slope must vanish, and to first order in $g$
\begin{equation}
k\delta-g\,p\,p'=0,\qquad \delta=\frac{g\,p\,p'}{k}.
\label{delta}
\end{equation}
The curvature at the new minimum has two changes. The isolated curve contributes $k_3\delta$, because its curvature depends on bond length. The image energy contributes
\begin{equation}
\Big(-\frac g2p^2\Big)''=-g(p\,p')'=-g(p'^2+p\,p'').
\end{equation}
Adding them gives
\begin{equation}
\Delta k=-g\Big[p'^2+p\,p''-\frac{k_3}{k}\,p\,p'\Big],
\qquad \Delta(\omega^2)=\frac{\Delta k}{\mu},
\label{main}
\end{equation}
where $\mu$ is the reduced mass. The first term will be called direct, the second dipole curvature and the third bond relaxation. The direct term cannot raise the frequency. The other two have no fixed sign, so a polar molecule is softened when the bracket as a whole is positive.

\subsection*{A normal mode of a polyatomic molecule}

Let $Q_a$ be mass-weighted normal coordinates, $\omega_a$ the frequencies, $\Phi_{abc}$ the third derivatives of the isolated energy, and $\partial_a=\partial/\partial Q_a$. The force $g\,\mathbf p\cdot\partial_b\mathbf p$ displaces coordinate $b$ by $\delta_b=g\,\mathbf p\cdot\partial_b\mathbf p/\omega_b^2$. Rigid translations and rotations feel no such force, because they leave $|\mathbf p|^2$ unchanged. For a nondegenerate mode, the first-order change of the eigenvalue is the diagonal element of the changed force-constant matrix:
\begin{equation}
\Delta(\omega_a^2)=-g\Big[|\partial_a\mathbf p|^2+\mathbf p\cdot\partial_a^2\mathbf p
-\sum_b\frac{\Phi_{aab}}{\omega_b^2}\,\mathbf p\cdot\partial_b\mathbf p\Big],
\label{poly}
\end{equation}
with $b$ running over the vibrations. If the equilibrium dipole is zero, the last two terms vanish and
\begin{equation}
\Delta(\omega_a^2)=-\frac{4\pi}{3\Omega}\left|\frac{\partial\mathbf p}{\partial Q_a}\right|^2
\qquad(\mathbf p=0\ \text{at equilibrium}).
\label{simple}
\end{equation}
This is the simple estimate, with its condition. It covers, for example, the antisymmetric stretch of a linear symmetric triatomic molecule. For degenerate modes the changed force-constant matrix has to be diagonalized within the degenerate set. It is $-g\,\partial_a\mathbf p\cdot\partial_b\mathbf p$ when the equilibrium dipole is zero. In a polar molecule it is $-g\big[\partial_a\mathbf p\cdot\partial_b\mathbf p+\mathbf p\cdot\partial_a\partial_b\mathbf p-\sum_c\Phi_{abc}\,\omega_c^{-2}\,\mathbf p\cdot\partial_c\mathbf p\big]$, with $c$ running over the vibrations.

\section{What the direct term means in a polar molecule}

The direct term can be isolated in HF by comparing two motions. In one, all images vibrate in phase. In the other, one molecule vibrates while the field of its images is held at its equilibrium value.

Define the energy of the molecule in a given field $F$ along the bond as
\begin{equation}
U(r,F)=\min_\rho\{E[\rho]-F p[\rho]\},\qquad \frac{\partial U}{\partial F}=-p(r,F).
\end{equation}
The derivative follows because the minimizing density is stationary. The in-phase energy per cell is
\begin{equation}
E_{\rm box}(r)=U(r,F)+\frac{F^2}{2g}\quad\text{at}\quad F=g\,p(r,F).
\end{equation}
Indeed, inserting $F=gp$ turns $-Fp+F^2/(2g)$ into $-gp^2/2$. The expression is also stationary in $F$ at this value, since its $F$ derivative is $-p+F/g$. Hence $E_{\rm box}'(r)=\partial U/\partial r$, and the two motions have the same equilibrium bond length.

Differentiate once more, now letting $F$ follow $r$:
\begin{equation}
E_{\rm box}''=\frac{\partial^2U}{\partial r^2}-\frac{\partial p}{\partial r}\,\frac{dF}{dr},
\qquad \frac{dF}{dr}=g\frac{dp}{dr}.
\end{equation}
The total derivative of the dipole includes the response to the changing field, $dp/dr=\partial p/\partial r+\alpha g\,dp/dr$, so $dp/dr=(\partial p/\partial r)/(1-g\alpha)$. The first term of $E_{\rm box}''$ is the curvature in the frozen field. Thus
\begin{equation}
k_{\rm in\,phase}-k_{\rm frozen}=-\frac{g}{1-g\alpha}\left(\frac{\partial p}{\partial r}\right)^2\simeq-g\,p'^2 .
\label{frozen}
\end{equation}
The direct term is the part of the softening that comes from the images moving. The other two terms of Eq.~\eqref{main} are already present when the images stand still, because a static field stretches the bond and acts on the curvature of $p(r)$.

\section{First correction: the quartic term}

The next power of $1/L$ comes from $c_4f$ in Eq.~\eqref{chi}. It depends on orientation, so let the molecular axis lie along a cube edge, chosen as $z$. The density is then symmetric about $z$, and $f(\mathbf r-\mathbf r')$ may be averaged over the azimuth of $\mathbf r$ and of $\mathbf r'$.

As a function of $\mathbf r$ alone, $f(\mathbf r-\mathbf r')$ is a harmonic polynomial. Its azimuthal average is a sum of terms $r^lP_l(\cos\theta)$, with Legendre polynomials $P_l$, and such a sum is fixed by its values on the axis, where each term equals $z^l$. The same holds for $\mathbf r'$. On the axis,
\begin{equation}
f=\tfrac25(z-z')^4=\tfrac25\,(z^4-4z^3z'+6z^2z'^2-4zz'^3+z'^4).
\end{equation}
Replace each power $z^l$ by the axial moment $M_l=\int\rho\,r^lP_l(\cos\theta)\,d\mathbf r$. Here $M_1=p$, and neutrality gives $M_0=0$, which removes the first and last terms. With the factor $\tfrac12$ of Eq.~\eqref{W},
\begin{equation}
W_4=\frac{c_4}{5}\,(6M_2^2-8M_1M_3).
\label{W4}
\end{equation}
These are the quadrupole--quadrupole and dipole--octupole energies. The coefficient $c_4$ is taken from an Ewald sum for charges $+1$ and $-1$ one bohr apart along a cube edge, for which Eqs.~\eqref{W} and \eqref{chi} give $W=-\tfrac g2-\tfrac25c_4+\dots$ With this $c_4$, the ratio of the Ewald remainder to Eq.~\eqref{W4} for a central charge and six equal charges evenly spaced on a ring around the axis is $0.9997$ at $L=40$ bohr. Six such points suffice because they average a fourth-degree polynomial over the azimuth exactly. The same argument holds for a molecular axis in any direction: $f$ is still harmonic, on that axis it equals $f_0(z-z')^4$ with $f_0$ the value of $f$ for a unit vector along the axis, and $W_4=\tfrac12c_4f_0\,(6M_2^2-8M_1M_3)$.

The effect on the force constant follows as before. The minimum moves by $-W_4'/k$, and therefore
\begin{equation}
\Delta k_{5}=W_4''-\frac{k_3}{k}W_4'\ \propto\ L^{-5}.
\label{dk5}
\end{equation}

\subsection*{Orientation, seen in a nonpolar molecule}

Take charges $-\tfrac12,1,-\tfrac12$ on a line, with the outer two fixed at distance $d$ from the centre, and displace the middle one by $u$ along the line. The dipole is $p=u$, so $p'=1$. Let $f_0$ be the value of $f$ for a unit vector along the line. The part of $W$ that depends on $u$ is
\begin{align}
W(u)&=-\tfrac12\,[\chi(d+u)+\chi(d-u)]\nonumber\\
&=\text{const}-\tfrac g2u^2-c_4f_0\,(6d^2u^2+u^4)+\dots
\end{align}
The curvature at $u=0$ is
\begin{equation}
W''(0)=-g\Big[1+\frac{12\,c_4f_0d^2}{g}\Big].
\end{equation}
The correction is of relative order $(d/L)^2$. For the simple cubic lattice $c_4\simeq7.77/L^5$ is positive, so the correction has the sign of $f_0$. Along a cube edge $f_0=1-\tfrac35=\tfrac25$. Along a body diagonal $f_0=3\cdot\tfrac19-\tfrac35=-\tfrac4{15}$. The two corrections should thus be in the ratio $-\tfrac23$. Ewald sums at $L=100$ bohr with $d=2$ bohr give curvatures of $1.0036$ and $0.9976$ times $-g$. The deviations, $+0.0036$ and $-0.0024$, have that ratio.

\subsection*{A cell that is not cubic}

If the cell is not a cube, the matrix $A$ need not be a multiple of the unit matrix. Equation~\eqref{lap} then fixes only its trace, $4\pi/\Omega$. The steps leading to Eq.~\eqref{W2} give $W_2=-\tfrac12\mathbf p\cdot A\,\mathbf p$, and a nondegenerate mode of a nonpolar molecule has, to leading order,
\begin{equation}
\Delta(\omega_a^2)=-\partial_a\mathbf p\cdot A\,\partial_a\mathbf p .
\end{equation}
For the three charges above with $d=2$ bohr in a cell of $100\times100\times150$ bohr, the Ewald curvature divided by $-4\pi/(3\Omega)$ is $1.617$ along a short edge and $-0.222$ along the long one. The mean over three axes is $(2\times1.617-0.222)/3=1.004$, as the trace requires up to higher powers of size over cell length. A vibration polarized along the long edge of this cell is raised, not lowered.

\section{Hydrogen fluoride in a cube of side 20 bohr}

The molecule is treated with the PBE functional in the aug-cc-pVDZ basis. At $r_e=1.765$ bohr the isolated molecule has
\begin{align}
p&=0.6919\ e\,\mathrm{bohr}, & p'&=0.3005\ e, & p''&=0.0418\ e/\mathrm{bohr},\nonumber\\
k&=0.5625, & k_3&=-2.221, & \mu&=1744.9\,m_e,
\end{align}
with $k$ in hartree/bohr$^2$ and $k_3$ in hartree/bohr$^3$. The coupling is
\begin{equation}
g=\frac{4\pi}{3\times8000}=5.236\times10^{-4}\ \mathrm{bohr^{-3}}.
\end{equation}
The three terms in the bracket of Eq.~\eqref{main} are
\begin{align}
p'^2&=0.0903,\nonumber\\
p\,p''&=0.6919\times0.0418=0.0289,\nonumber\\
-\frac{k_3}{k}\,p\,p'&=3.948\times0.6919\times0.3005=0.821 .
\end{align}
Their sum is $0.940$, so $\Delta k=-4.92\times10^{-4}$ hartree/bohr$^2$. The direct term alone gives $-4.73\times10^{-5}$ hartree/bohr$^2$. Division by $\mu$ gives the squared-frequency shifts, $-2.82\times10^{-7}$ in total and $-2.71\times10^{-8}$ for the direct term, in atomic units.

For a small change, $\Delta\omega/\omega=\Delta k/(2k)$. In wavenumbers,
\begin{align}
\Delta\tilde\nu_{\rm total}&=-3941\times\frac{4.92\times10^{-4}}{2\times0.5625}=-1.72\ \mathrm{cm^{-1}},\nonumber\\
\Delta\tilde\nu_{\rm direct}&=-3941\times\frac{4.73\times10^{-5}}{2\times0.5625}=-0.17\ \mathrm{cm^{-1}}.
\end{align}

The factor of ten comes from bond relaxation. Its ratio to the direct term is
\begin{equation}
-\frac{k_3}{k}\,\frac{p}{p'}=\frac{p/p'}{k/|k_3|}=\frac{2.30\ \mathrm{bohr}}{0.253\ \mathrm{bohr}}=9.1 .
\end{equation}
The numerator is the stretch over which the dipole would change by its own size at the rate $p'$. The denominator is the stretch over which the force constant would vanish at the rate $k_3$. The bond softens over a much shorter distance than the dipole grows. A stretch of only $\delta=1.94\times10^{-4}$ bohr, from Eq.~\eqref{delta}, is therefore enough to outweigh the direct term.

\subsection*{Comparison with energy curves}

Equation~\eqref{main} uses derivatives of the isolated molecule. A separate route solves the Kohn--Sham equations at several bond lengths in the field $F=gp$. It evaluates $E[\rho]-\tfrac g2p[\rho]^2$ with the resulting densities, then finds the minimum and curvature of that curve. The bond stretch is $1.95\times10^{-4}$ bohr and the wavenumber shift $-1.74\ \mathrm{cm^{-1}}$. Both exceed the leading formulas by less than $1\%$ of the formula values. These curves contain the dipole coupling but not the quartic term. Apart from numerical error, the difference of $-0.015\ \mathrm{cm^{-1}}$ is therefore of order $g^2$ and higher.

Holding the field fixed while the bond vibrates gives the comparison of Eq.~\eqref{frozen}. The in-phase force constant lies below the frozen one by $4.81\times10^{-5}$ hartree/bohr$^2$, against $g p'^2=4.73\times10^{-5}$, a difference of $1.8\%$ of the latter. The denominator $1-g\alpha$ accounts for $0.4\%$. By Eq.~\eqref{frozen} the rest is, apart from numerical error, the difference between $\partial p/\partial r$ in the field and the isolated value $p'$.

\subsection*{Size of the corrections}

With the bond along a cube edge, Eq.~\eqref{dk5} gives an estimated $+0.022\ \mathrm{cm^{-1}}$, or $1.3\%$ of the leading shift and opposite to it. At $L=20$ bohr this partly cancels against the $-0.015\ \mathrm{cm^{-1}}$ of order $g^2$, leaving about $+0.006\ \mathrm{cm^{-1}}$. Together they change the estimate from $-1.724$ to
\begin{equation}
-1.740+0.022=-1.718\ \mathrm{cm^{-1}} .
\end{equation}
The cancellation belongs to this cell size and orientation: the two corrections scale as $L^{-5}$ and $L^{-6}$, and the first, being proportional to $f_0$, changes sign when the bond is turned to a body diagonal.

The leading shift falls to $-0.51\ \mathrm{cm^{-1}}$ at $L=30$ bohr and $-0.22\ \mathrm{cm^{-1}}$ at $L=40$ bohr. The cell in which it reaches $0.1\ \mathrm{cm^{-1}}$ has side
\begin{equation}
L=20\left(\frac{1.724}{0.1}\right)^{1/3}\simeq52\ \mathrm{bohr},
\end{equation}
whereas the direct term alone would suggest $24$ bohr. If the bond length has been relaxed in the cell, a force constant from a smaller cell can instead be corrected to leading order by subtracting $\Delta k$ of Eq.~\eqref{main}. If the bond is kept at its isolated length, the bond relaxation term is absent from the calculation and must be left out of the correction.

\section{Where the estimate stops}

A charged molecule is outside the derivation, because the constant $C$ and the second moments of $\rho$ no longer drop out of Eq.~\eqref{W}. Overlapping images add short-range terms that are not powers of $1/L$. A nonzero macroscopic field adds its own force on the dipole.

The HF curves treat the images through their leading dipole field and are not a full periodic Kohn--Sham calculation. The harmonic wavenumber carries the errors of the functional and of the finite basis, and it omits the anharmonic shift of the vibrational levels. The image shift depends on these choices through $p$, $p'$, $p''$, $k$ and $k_3$, and the digits shown are not converged with the basis. In aug-cc-pVTZ the wavenumber is $3964\ \mathrm{cm^{-1}}$, with $k=0.569$, $k_3=-2.18$, $p=0.696$, $p'=0.302$ and $p''=0.021$, half its aug-cc-pVDZ value. The leading shift at $L=20$ bohr becomes $-1.66\ \mathrm{cm^{-1}}$, the ratio $9.1$ becomes $8.8$ and the side of $52$ bohr becomes $51$ bohr, while the direct term stays at $-0.17\ \mathrm{cm^{-1}}$ and the quartic term is $+0.021\ \mathrm{cm^{-1}}$. This change of $0.06\ \mathrm{cm^{-1}}$ is larger than either correction discussed above, so those corrections are to be read within one basis. The factor of ten is unchanged. The values used here are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
Point charges, L = 20 bohr
  Ewald image energy       -2.087231e-04 hartree
  dipole formula           -2.074498e-04 hartree
  remainder ratio L=20/40  32.03 (no unit)
Nonpolar triatomic: Ewald curvature / formula (no unit)
  cube L=100 bohr, axis    1.0036
  cube L=100 bohr, diag.   0.9976
  100x100x150 bohr, x      1.6172
  100x100x150 bohr, z      -0.2222
Axial L^-5 test, ratio     0.9997 (no unit)
HF, PBE/aug-cc-pVDZ, isolated
  bond length              1.7651 bohr
  dipole p                 0.6919 e bohr
  p'                       0.3005 e
  p''                      0.0418 e/bohr
  k                        0.56252 hartree/bohr^2
  k3                       -2.2208 hartree/bohr^3
  polarizability, axial    6.919 bohr^3
  reduced mass             1744.89 m_e
  omega^2                  3.223791e-04 a.u.
  harmonic wavenumber      3940.65 cm^-1
HF in box, L               20.0 bohr
  L converted              10.584 angstrom
  g = 4 pi/(3 volume)      5.235988e-04 bohr^-3
  g times polarizability   0.00362 (no unit)
  (dp/dQ)^2                5.174857e-05 a.u.
  direct omega^2 shift     -2.70955e-08 a.u.
  total omega^2 shift      -2.82073e-07 a.u.
Force-constant changes (hartree/bohr^2)
  direct, -g p'^2          -4.72787e-05
  dipole curvature, -g pp''-1.51586e-05
  bond relaxation          -4.29749e-04
  sum by formula           -4.92186e-04
  from energy curves       -4.96528e-04
  in-phase minus frozen    -4.81277e-05
  sum / direct             10.410 (no unit)
Bond stretch, formula      1.93514e-04 bohr
Bond stretch, curves       1.94995e-04 bohr
Wavenumber shifts (cm^-1)
  direct term              -0.1656
  total by formula         -1.7244
  from energy curves       -1.7396
  estimated L^-5 term      0.0216
  L=30 bohr: direct -0.0491, total -0.5108
  L=40 bohr: direct -0.0207, total -0.2155
\end{verbatim}
